# Merz's Law from Two Switching Times, and What Nucleation Adds

## Problem

A ferroelectric film is poled in one direction, and a constant field of magnitude $E$ is then applied in the opposite direction. The switching time $t$ is the time until a chosen fraction of the polarization has reversed, the same fraction in every measurement. It is 100 µs at 5 MV/m and 1 µs at 10 MV/m. Assume that both times follow Merz's law,

$$
t=t_0\,e^{E_a/E},
$$

with the same two constants. Find the activation field $E_a$ and the prefactor time $t_0$.

## A tempting solution

The law is exponential, so one plots $\ln t$ against the field and draws a straight line through the two points. The time falls by a factor of 100 over 5 MV/m, and $\ln 100=4.605$. The field that changes the time by a factor $e$ is therefore

$$
E_s=\frac{5\ \text{MV/m}}{4.605}=1.09\ \text{MV/m}.
$$

The line is extended to $E=0$ to read off the prefactor. Going from 5 MV/m down to zero restores another factor of 100, which gives $100\times100=10^4$ µs. The answer would be an activation field of 1.09 MV/m and a prefactor time of 10 ms.

Putting these numbers back into the line reproduces both measurements, so that check reveals nothing.

## Where it fails

The line that was drawn is

$$
\ln t=\text{constant}-\frac{E}{E_s},
$$

whereas the logarithm of Merz's law is

$$
\ln t=\ln t_0+\frac{E_a}{E}.
$$

The second expression is straight when plotted against $1/E$, not against $E$. Both readings from the graph are affected. The slope on the wrong axis is not $E_a$, and the prefactor belongs to $1/E=0$, which is the limit of very large field, not to $E=0$.

The behaviour at zero field shows that the fault is physical as well as graphical. Without an applied field, and without any built-in preference, the two fully poled states have equal energy, so the film gains nothing by reversing completely. Imperfect screening at the electrodes can still favour a partly reversed film, an effect that the simple law leaves out. The wrong line nevertheless predicts reversal in 10 ms. In Merz's law the time grows without limit as $E\to0$.

## Solution

Call the measurements $(E_1,t_1)=(5\ \text{MV/m},\,100\ \text{µs})$ and $(E_2,t_2)=(10\ \text{MV/m},\,1\ \text{µs})$. Then

$$
\ln t_1=\ln t_0+\frac{E_a}{E_1},\qquad
\ln t_2=\ln t_0+\frac{E_a}{E_2}.
$$

Subtracting the second equation from the first removes $t_0$:

$$
\ln\frac{t_1}{t_2}=E_a\left(\frac1{E_1}-\frac1{E_2}\right)
\quad\Rightarrow\quad
E_a=\frac{\ln(t_1/t_2)}{1/E_1-1/E_2}.
$$

The bracket is positive because $E_1<E_2$, and the logarithm is positive because the lower field gives the longer time. With the numbers,

$$
E_a=\frac{4.605}{(0.200-0.100)\ \text{m/MV}}=46\ \text{MV/m}=0.46\ \text{MV/cm}.
$$

To remove $E_a$ instead, multiply each logarithmic equation by its own field:

$$
E_1\ln t_1=E_1\ln t_0+E_a,\qquad
E_2\ln t_2=E_2\ln t_0+E_a.
$$

Subtracting the first from the second gives

$$
\ln t_0=\frac{E_2\ln t_2-E_1\ln t_1}{E_2-E_1},
$$

where all times are expressed in the same unit. Here $E_2=2E_1$, so $\ln t_0=2\ln t_2-\ln t_1$, and

$$
t_0=\frac{t_2^2}{t_1}=\frac{(1\ \text{µs})^2}{100\ \text{µs}}=0.01\ \text{µs}=10\ \text{ns}.
$$

As a check, $E_a/E$ is 9.21 at the lower field and 4.605 at the higher one. Since $e^{4.605}=100$ and $e^{9.21}=10^4$, the law returns $0.01\times10^4=100$ µs and $0.01\times100=1$ µs.

The wrong slope is related to the right one. Because $1/E_1-1/E_2=(E_2-E_1)/(E_1E_2)$,

$$
E_s=\frac{E_2-E_1}{\ln(t_1/t_2)}=\frac{E_1E_2}{E_a}.
$$

So $E_s$ depends on which two fields were chosen, even for a film that obeys Merz's law perfectly. It is not a property of the film.

## Reading the two constants

The activation field is not a threshold. The film switches at 5 MV/m, far below 46 MV/m. What $E_a$ sets is the sensitivity of the time to the field. Differentiating $\ln t$ gives $d\ln t/dE=-E_a/E^2$, and multiplying by $E$,

$$
-\frac{d\ln t}{d\ln E}=\frac{E_a}{E}.
$$

At 5 MV/m, a field lower by 1% raises the exponent by $9.21\,(1/0.99-1)=0.093$, which lengthens the time by a factor $e^{0.093}=1.10$. At 10 MV/m the factor is 1.05.

The prefactor is the limit of the formula at $E\gg E_a$. It is an extrapolated constant, and the data do not show that the film can switch in 10 ns.

Suppose each time carries an independent relative error $s=0.10$, which is an error of 0.10 in $\ln t$. Independent errors add in squares, so

$$
\delta E_a=\frac{\sqrt2\,s}{1/E_1-1/E_2}=\frac{0.141}{0.100}\ \text{MV/m}=1.4\ \text{MV/m}.
$$

For the prefactor, $\ln t_0=2\ln t_2-\ln t_1$ gives $\delta(\ln t_0)=s\sqrt{2^2+1^2}=0.22$. One standard deviation therefore spans roughly 8 to 12.5 ns. The activation field is known to 3% of its value and the prefactor to about a quarter. The prefactor is less certain than either measured time because it is extrapolated to $1/E=0$, outside the measured range.

An error in the film thickness acts differently. It multiplies both fields by the same factor. The ratios $E_a/E$ must stay as they are to fit the times, so $E_a$ is multiplied by that factor and $t_0$ does not change.

## Two points do not test the law

Two constants can be fitted to two points whether or not the law is true. A power law $t=t_2(E_2/E)^n$ also passes through both if

$$
n=\frac{\ln(t_1/t_2)}{\ln(E_2/E_1)}=\frac{4.605}{0.693}=6.64.
$$

A third field separates the two laws:

| Field (MV/m) | Merz (µs) | Power law (µs) |
|---|---|---|
| 2.5 | $10^6$ | $10^4$ |
| 7 | 7.2 | 10.7 |
| 20 | 0.1 | 0.01 |

The pattern follows from curvature. On a plot of $\ln t$ against $x=\ln E$, the power law is a straight line, while Merz's law is $\ln t_0+E_ae^{-x}$, which has a positive second derivative. A curve of this kind lies below its chord between the two common points and above it outside them.

A measurement at 7 MV/m must resolve a factor of 1.5, which is feasible with 10% timing errors. One at 2.5 MV/m must resolve a factor of 100, but it needs a pulse of about 1 s if Merz's law holds.

## Why the field may enter as 1/E

A domain wall can advance by one crystal layer when a small reversed disc forms on it and then spreads. Let the disc have radius $r$ and a thickness $b$ of one cell, and let $\sigma$ be the energy per area of its rim. The rim area is $2\pi rb$. Inside the disc the polarization along the field changes from $-P$ to $+P$, so the energy per volume changes by $-2PE$. The total is

$$
U(r)=2\pi rb\sigma-2PE\,\pi r^2b.
$$

The rim cost dominates for a small disc and the field gain for a large one. Between them lies a maximum, where

$$
\frac{dU}{dr}=2\pi b\sigma-4\pi PEb\,r=0
\quad\Rightarrow\quad
r^*=\frac{\sigma}{2PE}.
$$

Inserting this radius gives the barrier

$$
U^*=\frac{\pi b\sigma^2}{PE}-\frac{\pi b\sigma^2}{2PE}=\frac{\pi b\sigma^2}{2PE}.
$$

A stronger field makes the critical disc smaller and its barrier lower, both as $1/E$. This holds if $\sigma$ does not depend on $r$.

Thermal activation gives a nucleation rate $J$ that contains the factor $e^{-U^*/k_BT}$. The quantity multiplying this exponential can also depend on the field, but it is taken as constant here, so that $J\propto e^{-U^*/k_BT}$. The neglect has a cost: if cells attach at a rate proportional to the rim length, this factor grows roughly as $E^{1/2}$, and the barriers found below would give a fitted $E_a$ near 49 MV/m, about 7% higher, which exceeds the assumed timing error. If each layer waits for a single nucleus, which then spreads quickly, the time per layer is proportional to $1/J$. With the same number of layers to cross at both fields, that number goes into $t_0$, and

$$
\frac{E_a}{E}=\frac{U^*}{k_BT},\qquad
E_a=\frac{\pi b\sigma^2}{2Pk_BT}.
$$

Take rough values for a perovskite-oxide film: $P=25$ µC/cm², $b=0.4$ nm and $T=300$ K. Solving for the rim energy gives

$$
\sigma=\sqrt{\frac{2Pk_BT\,E_a}{\pi b}}=8.7\ \text{mJ/m}^2.
$$

The critical radii are then 3.5 nm at 5 MV/m and 1.7 nm at 10 MV/m, with barriers of 0.24 eV and 0.12 eV.

### Many nuclei in one layer

The same $E_a$ can belong to a higher barrier. Let nuclei form all over a layer at rate $J$ per area, and let each disc spread at a speed $u$ that does not depend on the field. A given point is covered at time $t$ by a disc born at time $t'$ if that disc started within a distance $u(t-t')$. The mean number of discs that would cover the point is

$$
N=\int_0^tJ\,\pi u^2(t-t')^2\,dt'=\frac{\pi Ju^2t^3}{3}.
$$

For independent random nuclei, the probability that none has covered it is $e^{-N}$. Half the layer is reversed when $N=\ln2$, so

$$
t=\left(\frac{3\ln2}{\pi Ju^2}\right)^{1/3}\propto J^{-1/3}\propto e^{U^*/(3k_BT)}.
$$

Now $E_a/E=U^*/(3k_BT)$. For a given barrier, the fitted activation field is one third of its single-nucleus value. Conversely, the measured 46 MV/m now implies barriers of 0.71 eV and 0.36 eV. Two switching times cannot tell which case applies, so they do not determine the barrier.

### Limits of the disc model

The polarization has a component normal to parts of the rim, and its jump there leaves bound charge. Take a circular disc with the single-nucleus $\sigma$ and an isotropic relative permittivity of 200, and soften the interaction at short range by replacing each distance $d$ between charges with $\sqrt{d^2+b^2}$. The electrostatic energy of this charge is then 58% of the fitted rim cost $2\pi r^*b\sigma$ at 5 MV/m and 41% at 10 MV/m. The shares depend on how the charge is spread: a uniform charge over the height of the rim gives 97% and 79%. In either case the energy is neither small nor proportional to $r$, as a constant $\sigma$ would require. The shares also depend on the permittivity: a value of 1000 across the polar axis lowers the uniform-charge shares to 38% and 32%. The fitted $\sigma$ is therefore an effective number. If the softened charge energy is added to a constant rim energy and the latter is refitted to the same two times, the barriers become 6.1 and $1.5\,k_BT$ and fall roughly as $E^{-2}$ between the two fields, and the time predicted at 2.5 MV/m is about $10^8$ µs rather than $10^6$ µs. The disc thus shows how a $1/E$ exponent arises only when $\sigma$ is constant; with these material values the charged circular disc does not follow Merz's law, and the model does not prove that a real film does.

At 20 MV/m the single-nucleus reading gives a radius of 0.87 nm, about two cells, and a barrier of only $2.3\,k_BT$. A smooth disc crossing a high barrier is then a poor description, so the prediction of 0.1 µs at that field is an extrapolation.

## The numbers in a real film

The fields and material values used here are in the rough range of perovskite-oxide ferroelectric films. The thickness taken below, 1000 nm, is large for a memory cell. The estimates below show how some effects left out of the solution would change the times or the fitted constants.

**Imprint.** Let a built-in field of 0.5 MV/m oppose the applied one. The film then feels 4.5 and 9.5 MV/m, and the same two times give

$$
E_a=4.605\times\frac{4.5\times9.5}{5}\ \text{MV/m}=39\ \text{MV/m},
$$

with $t_0=16$ ns. The activation field is 14.5% below the uncorrected value, a shift several times larger than the assumed timing error produces. A built-in field that assists switching moves the result the other way.

**Imperfect screening.** Suppose the electrodes act like a vacuum gap of total thickness $\lambda=0.01$ nm in series with a film of thickness $L$. With film field $E_f$, gap field $E_g$ and applied voltage $V$,

$$
E_fL+E_g\lambda=V,\qquad
\varepsilon_0E_g=\varepsilon_0\varepsilon_rE_f+P.
$$

Eliminating $E_g$ gives

$$
E_f=\frac{V-P\lambda/\varepsilon_0}{L+\varepsilon_r\lambda}.
$$

Here $\varepsilon_r\lambda=2$ nm is negligible beside 1000 nm, so polarization along the field lowers the film field by $P\lambda/(\varepsilon_0L)=0.28$ MV/m. Before reversal the polarization has the other sign and raises the field by the same amount. Near the end of switching, Merz's law with the lowered field gives local times longer by a factor of 1.7 at 5 MV/m and 1.14 at 10 MV/m. The measured $E_a$ therefore depends on the switched fraction at which the time is read. Defects also spread the local fields and barriers, an effect not sized here.

**Temperature.** With the barrier energies and $t_0$ held fixed, the exponent varies as $1/T$. At 358 K the times become 22 µs and 0.47 µs, so a value of $E_a$ needs its temperature stated. The polarization and rim energy of a real film also change on heating, which this estimate leaves out. Self-heating matters less. The field does work $2PE$ per volume, which at 10 MV/m and a heat capacity of 3 J/(cm³ K) warms the film by at most 1.7 K if that work all becomes heat. Even if the whole rise were present from the start, the switching time would shorten by only 2.5%.

**Circuit.** An electrode 50 µm square needs a switching charge $2PA=1.25$ nC, where $A$ is its area. Delivered in 1 µs through 50 Ω, this costs on average 0.06 V of the applied 10 V. Correcting both fields raises $E_a$ by 0.6% if the time is read at nearly complete switching, and by about 0.3% if it is read at half switching.

**Breakdown and leakage.** The higher field is about one tenth of a rough breakdown field of 100 MV/m. For a clean contact with a 1 eV barrier, the tunnelling exponent at 10 MV/m is 683, so tunnelling is negligible. At 300 K and with the barrier fixed at 1 eV apart from image lowering, thermal emission supplies less than $10^{-8}$ of the switching charge within 100 µs. The screening gap above drops about 0.15 V at each contact; a barrier lowered by that amount, or heating to 358 K, raises the share to about $10^{-6}$, which is still negligible. Leakage through defects is not included and can be much larger.

With these example values, an unrecognized imprint field changes the fitted constants far more than the circuit does. Measuring both switching directions helps to expose it, because a built-in field that opposes one direction assists the other. The remaining values are listed in the numerical output.

## Computed results

```
Measurement 1: 5.0 MV/m, 100.0 us
Measurement 2: 10.0 MV/m, 1.0 us
ln(t1/t2) = 4.6052
1/E1 - 1/E2 = 0.100 m/MV
Activation field Ea = 46.05 MV/m = 0.4605 MV/cm
Prefactor t0 = 0.0100 us = 10.00 ns
Ea/E at E1, E2 = 9.210, 4.605
Timing error assumed = 10 %
Error of Ea = 1.41 MV/m; of ln t0 = 0.224
Rival power-law exponent n = 6.644
At 2.5 MV/m: Merz 1e+06 us, power law 1e+04 us
At 7.0 MV/m: Merz 7.197 us, power law 10.69 us
At 20.0 MV/m: Merz 0.1 us, power law 0.01 us
Temperature = 300 K; polarization = 25 uC/cm2
Film = 1000 nm; cell = 0.4 nm
Relative permittivity = 200
Effective edge energy = 8.71 mJ/m2
Critical radius at E1, E2 = 3.48, 1.74 nm
Critical radius at 20 MV/m = 0.87 nm
Barrier/kT at 20 MV/m = 2.30
Barrier, one nucleus, E1, E2 = 0.238, 0.119 eV
Barrier, many nuclei, E1, E2 = 0.714, 0.357 eV
Ea from many-nuclei growth / Ea = 0.3333
Edge-charge energy / fitted edge cost at E1 = 0.58
Edge-charge energy / fitted edge cost at E2 = 0.41
Imprint field assumed = 0.5 MV/m
With imprint: Ea = 39.37 MV/m, t0 = 0.0158 us
Change of Ea by imprint = -14.5 %
Screening length, both electrodes = 0.01 nm
Depolarizing field = 0.282 MV/m
Late-stage time factor at E1, E2 = 1.74, 1.14
Times at 358 K, E1, E2 = 22.5, 0.474 us
Heat capacity = 3.0 J/(cm3 K)
Self-heating at E2 = 1.67 K
Time change by self-heating = -2.5 %
Electrode side = 50 um; R = 50 ohm
Applied voltages = 5.0, 10.0 V
Circuit voltage loss = 0.000625, 0.0625 V
Change of Ea by circuit = 0.61 %
Rough breakdown field = 100 MV/m
E2 / breakdown field = 0.10
Contact barrier = 1.0 eV
Optical relative permittivity = 5
Tunnelling exponent at E2 = 683
Contact-barrier lowering at E2 = 0.0537 eV
Emitted charge / switching charge, bound = 2.7e-09
```
